# Keesom, Debye and London: three different R⁻⁶ attractions

Two neutral polar molecules that rotate freely at a large distance $R$ attract each other with a free energy proportional to $R^{-6}$, provided the rotation is classical, the permanent dipoles couple weakly compared with $kT$, and retardation is negligible (the full conditions are listed below). This attraction is a sum of three different effects:

$$A=-\frac{K+D+L}{R^6},\qquad U=-\frac{2K+D+L}{R^6}.$$

Here $A$ is the interaction free energy and $U$ the mean interaction energy. For molecules A and B,

$$K=\frac{\mu_A^2\mu_B^2}{3kT},\qquad D=\mu_A^2\alpha_B+\mu_B^2\alpha_A,$$

$$L=\frac23\sum_{m,n\neq0}\frac{|\boldsymbol\mu_{0m}|^2|\boldsymbol\mu_{0n}|^2}{\omega_m+\omega_n}.$$

- $K$ (Keesom) comes from permanent dipoles that orient each other against thermal motion.
- $D$ (Debye) comes from a permanent dipole that polarizes its neighbour.
- $L$ (London) comes from correlated quantum fluctuations of the electrons and needs no permanent dipole.

The Keesom free energy is half the Keesom mean energy. The other two terms are the same in $A$ and $U$.

Hartree atomic units are used. $\mu$ is a permanent dipole, $\alpha$ the static electronic polarizability averaged over directions, $\boldsymbol\mu_{0m}$ a transition dipole of A and $\omega_m$ its excitation energy; the index $n$ refers to B in the same way.

## A counter-example: HCl and water

Consider the claim that the $R^{-6}$ attraction of polar molecules is one effect, the averaged pull of their permanent dipoles. The pairs HCl–HCl and H₂O–H₂O refute it.

The molecular data are computed with the PBE0 density functional and the def2-TZVPD basis, at fixed geometries with round parameters: H–Cl 1.28 Å, O–H 0.96 Å, H–O–H 104.5°. Excitation energies and transition dipoles come from the linear response of the same functional. The temperature is 300 K, so $kT=9.5004\times10^{-4}$ hartree.

For HCl, $\mu=0.4415$ and $\alpha=17.52$:

$$K=\frac{0.4415^4}{3\times9.5004\times10^{-4}}=13.3,\qquad D=2\times0.4415^2\times17.52=6.8.$$

For water, $\mu=0.7331$ and $\alpha=9.58$:

$$K=\frac{0.7331^4}{3\times9.5004\times10^{-4}}=101.3,\qquad D=2\times0.7331^2\times9.58=10.3.$$

The sum over excitations gives $L=128.3$ for HCl and $45.1$ for water. The last digits belong to this basis. In aug-cc-pVTZ water has $\mu=0.7318$, $\alpha=9.57$, $K=100.6$ and $L=45.4$, shifts of up to about 0.7%; the basis dependence for HCl is not assessed here. All coefficients are in hartree bohr⁶:

| | HCl | H₂O |
|---|---|---|
| $K$ | 13.3 | 101.3 |
| $D$ | 6.8 | 10.3 |
| $L$ | 128.3 | 45.1 |
| $K+D+L$ (free energy) | 148.5 | 156.7 |
| $2K+D+L$ (mean energy) | 161.8 | 258.1 |

If permanent dipoles did everything, the coefficient for water would be $101.3/13.3=7.6$ times that for HCl. The actual free-energy ratio is $156.7/148.5=1.06$. The near equality hides opposite compositions: London supplies 86% of the free-energy coefficient for HCl, while Keesom supplies 64–65% for water, depending on the basis. Debye is the smallest term in both.

Temperature exposes the difference. In this model $K$ is proportional to $1/T$, while $D$ and $L$ are fixed. Doubling $T$ halves $K$, and the free-energy coefficient becomes

$$\text{HCl: }6.7+6.8+128.3=141.8,\qquad \text{H}_2\text{O: }50.7+10.3+45.1=106.1.$$

HCl loses about 4% of its $R^{-6}$ coefficient and water about 32%. Two pairs with nearly the same $R^{-6}$ coefficient thus respond quite differently, because different effects produce it.

At $R=10$ bohr the leading formulas give $A=-148$ microhartree ($-0.39$ kJ/mol) for HCl and $-157$ microhartree ($-0.41$ kJ/mol) for water. The mean energies are $-162$ microhartree ($-0.42$ kJ/mol) and $-258$ microhartree ($-0.68$ kJ/mol). These are the $R^{-6}$ terms alone, and 10 bohr is too short for them to be the whole interaction. To second order, the thermal dipole–quadrupole ($R^{-8}$) and quadrupole–quadrupole ($R^{-10}$) terms add about $-16$ and $-9$ microhartree to $A$ for HCl, against $-13$ from Keesom, and about $-27$ and $-3$ for water, against $-101$. With them, doubling $T$ at this distance removes about 11% of the attraction for HCl and 35% for water. Higher-order dispersion and induction terms are left out as well.

## The general statement and its assumptions

The formulas for $A$ and $U$ hold to leading order in $1/R$ under these conditions:

- The electron clouds do not overlap, and retardation of the electromagnetic field is neglected.
- Each molecule is neutral, with a rigid nuclear frame and a nondegenerate electronic ground state. The electrons stay in the ground state as the molecules turn.
- Rotation is classical, and without interaction all orientations are equally likely.
- The permanent dipoles couple weakly compared with $kT$.

$U$ contains the interaction energy but no kinetic energy of rotation.

## Proof

**The coupling.** Let the $z$ axis join the molecules. A dipole $\mathbf a$ has the potential $\mathbf a\cdot\mathbf r/r^3$, and minus its gradient is the field

$$\mathbf F=-\frac{\mathbf a}{r^3}+\frac{3\mathbf r(\mathbf a\cdot\mathbf r)}{r^5}.$$

A second dipole $\mathbf b$ at $\mathbf r=R\hat{\mathbf z}$ has the energy

$$V=-\mathbf b\cdot\mathbf F=\frac{\mathbf a\cdot\mathbf b-3a_zb_z}{R^3}=\frac{\mathbf a\cdot\mathsf T\cdot\mathbf b}{R^3},\qquad \mathsf T=\mathrm{diag}(1,1,-2).$$

Higher multipoles do not affect the $R^{-6}$ term. Their first-order energy averages to zero, since a neutral charge distribution averaged over all rotations is spherical and has no outside field. The next coupling, dipole–quadrupole, falls as $R^{-4}$, so any second-order product containing a higher multipole is of order $R^{-3}R^{-4}=R^{-7}$ or smaller.

**One average for all three effects.** Let $\mathbf a$ be fixed in molecule A and $\mathbf b$ in molecule B, with independent, uniformly distributed orientations. Then $\langle a_i\rangle=0$, so $\langle\mathbf a\cdot\mathsf T\cdot\mathbf b\rangle=0$. By isotropy $\langle a_ia_k\rangle$ is proportional to $\delta_{ik}$, and its trace is $a^2$, so $\langle a_ia_k\rangle=a^2\delta_{ik}/3$. Therefore

$$\langle(\mathbf a\cdot\mathsf T\cdot\mathbf b)^2\rangle=\sum_{ijkl}T_{ij}T_{kl}\langle a_ia_k\rangle\langle b_jb_l\rangle=\frac{a^2b^2}{9}\sum_{ij}T_{ij}^2=\frac23a^2b^2,$$

because $\sum_{ij}T_{ij}^2=1+1+4=6$.

**Electronic energy at fixed orientations.** Let $|mn\rangle$ denote A in state $m$ and B in state $n$. With real wave functions,

$$V_{mn}=\langle mn|V|00\rangle=\frac{\boldsymbol\mu_{0m}\cdot\mathsf T\cdot\boldsymbol\mu_{0n}}{R^3},$$

where $\boldsymbol\mu_{00}$ is the permanent dipole of the molecule concerned. Perturbation theory to second order gives

$$E=V_{00}+E_2,\qquad E_2=-\sum_{(m,n)\neq(0,0)}\frac{V_{mn}^2}{\omega_m+\omega_n},\qquad \omega_0=0.$$

$V_{00}$ is of order $R^{-3}$, $E_2$ of order $R^{-6}$, and the omitted terms of the dipole coupling of order $R^{-9}$. The remainders $O(R^{-9})$ below refer to the dipole coupling alone; higher multipoles give corrections that fall off more slowly than $R^{-9}$ but faster than $R^{-6}$.

**Free energy.** Relative to non-interacting molecules, with $\beta=1/kT$,

$$A=-\frac1\beta\ln\langle e^{-\beta E}\rangle .$$

Expanding the exponential and using $\langle V_{00}\rangle=0$,

$$\langle e^{-\beta E}\rangle=1-\beta\langle E_2\rangle+\frac{\beta^2}{2}\langle V_{00}^2\rangle+O(R^{-9}).$$

The deviation from 1 is of order $R^{-6}$, so $\ln(1+y)=y$ suffices, and

$$A=\langle E_2\rangle-\frac\beta2\langle V_{00}^2\rangle+O(R^{-9}).$$

**Mean energy.** The Boltzmann average is

$$U=\frac{\langle Ee^{-\beta E}\rangle}{\langle e^{-\beta E}\rangle}.$$

In the numerator, $E(1-\beta E)$ averages to $\langle E_2\rangle-\beta\langle V_{00}^2\rangle$ up to $R^{-6}$. The denominator differs from 1 by order $R^{-6}$ and changes nothing at this order. Hence

$$U=\langle E_2\rangle-\beta\langle V_{00}^2\rangle+O(R^{-9}).$$

**The Keesom term.** The orientation average gives $\langle V_{00}^2\rangle=2\mu_A^2\mu_B^2/(3R^6)$, so

$$A_K=-\frac{\mu_A^2\mu_B^2}{3kT\,R^6}=-\frac K{R^6},\qquad U_K=-\frac{2\mu_A^2\mu_B^2}{3kT\,R^6}=2A_K.$$

The half in $A_K$ is the $1/2!$ of the exponential series. Thermodynamics agrees: $\beta A_K$ is proportional to $\beta^2$, and $U=\partial(\beta A)/\partial\beta$ turns $\beta^2$ into $2\beta$.

From $A=U-TS$ follows $TS=U_K-A_K=-K/R^6$. The entropy is lowered because attractive orientations are favoured over repulsive ones. Half of the energy gained is offset by this loss of orientational freedom.

**The Debye term.** Take the terms of $E_2$ with A in its ground state and B excited:

$$-\frac{1}{R^6}\,\frac23\mu_A^2\sum_{n\neq0}\frac{|\boldsymbol\mu_{0n}|^2}{\omega_n}.$$

The sum is a polarizability. In a uniform field $\mathbf F$ the second-order energy of B is

$$-\sum_{n\neq0}\frac{(\mathbf F\cdot\boldsymbol\mu_{0n})^2}{\omega_n}=-\frac12\sum_{ij}F_i\alpha_{ij}F_j,\qquad \alpha_{ij}=2\sum_{n\neq0}\frac{(\mu_{0n})_i(\mu_{0n})_j}{\omega_n}.$$

One third of the trace is the mean polarizability,

$$\alpha_B=\frac23\sum_{n\neq0}\frac{|\boldsymbol\mu_{0n}|^2}{\omega_n}.$$

The terms therefore add up to $-\mu_A^2\alpha_B/R^6$. Those with A excited and B in its ground state give $-\mu_B^2\alpha_A/R^6$, and together they are $-D/R^6$.

The energy $-\tfrac12\sum_{ij}F_i\alpha_{ij}F_j$ is minus a sum of squares over positive $\omega_n$, so it is never positive at any orientation: the induced dipole never has a component against the field that creates it. This attraction therefore survives uniform averaging over orientations. It needs no thermal bias and carries no factor $1/kT$.

**The London term.** The remaining terms have both molecules excited. The same average gives

$$-\frac1{R^6}\,\frac23\sum_{m,n\neq0}\frac{|\boldsymbol\mu_{0m}|^2|\boldsymbol\mu_{0n}|^2}{\omega_m+\omega_n}=-\frac L{R^6}.$$

Permanent dipoles do not appear. Since $\langle E_2\rangle=-(D+L)/R^6$ enters $A$ and $U$ alike, both general formulas are proved.

## Why the London term is a zero-point energy

Define $f_n=\tfrac23\omega_n|\boldsymbol\mu_{0n}|^2$, so that $|\boldsymbol\mu_{0n}|^2=3f_n/(2\omega_n)$ and $\alpha=\sum_nf_n/\omega_n^2$. Then

$$L=\frac32\sum_{m,n\neq0}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)}.$$

If each molecule has a single excitation frequency, $f=\alpha\omega^2$ and

$$L=\frac32\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B}.$$

For like molecules this is $\tfrac34\alpha^2\omega$. Two oscillating charges give the same result. Along one axis let each have the energy $\tfrac12p^2+\tfrac12\omega^2q^2$ and the dipole $d=\sqrt\alpha\,\omega q$. The potential energy is then $d^2/(2\alpha)$, so $\alpha$ is indeed the static polarizability. The coupling is

$$\frac{t\,d_Ad_B}{R^3}=\omega^2s\,q_Aq_B,\qquad s=\frac{\alpha t}{R^3},$$

with $t=1,1,-2$ for the three axes. In the coordinates $(q_A\pm q_B)/\sqrt2$ the motion separates, with frequencies $\omega\sqrt{1\pm s}$. Using $\sqrt{1\pm s}\approx1\pm s/2-s^2/8$, the zero-point energy changes by

$$\frac\omega2\left(\sqrt{1+s}+\sqrt{1-s}-2\right)\approx-\frac{\omega s^2}{8}.$$

Summing over the axes, with $\sum t^2=6$, gives $-\tfrac34\alpha^2\omega/R^6$. If $\omega\to0$ at fixed $\alpha$ with the oscillators held in their ground state, this zero-point attraction vanishes while the Debye term stays. The ground-state assumption is physical only for $\omega\gg kT$, which electronic excitations satisfy. For $\omega\ll kT$ the oscillators would be thermally excited. Their classical free energy changes by $\tfrac12kT\ln(1-s^2)\approx-\tfrac12kTs^2$ per axis, which sums to $-3kT\alpha^2/R^6$ and does not vanish.

A numerical test separates all three terms. Each model molecule has a rigid dipole and such an oscillator, kept in its ground state. The coupled oscillators are solved at each orientation without perturbation theory, and the Boltzmann average is taken numerically. With $\alpha=10$ and $17$, $kT=0.001$ hartree and $R=30$ bohr, the results are:

| $\mu_A,\mu_B$ | $\omega_A,\omega_B$ | $-AR^6$ | $-UR^6$ |
|---|---|---|---|
| 0, 0 | 0.5, 0.4 | 56.67 | 56.67 |
| 0.7, 0 | 0.5, 0.4 | 65.00 | 65.00 |
| 0.7, 0.4 | 0.5, 0.4 | 92.73 | 118.86 |
| 0.7, 0.4 | 0.005, 0.004 | 36.63 | 62.76 |

Without dipoles the London term remains. One dipole adds $0.7^2\times17=8.33$, a Debye term. The second dipole adds a further Debye term, $0.4^2\times10=1.60$, and brings in the Keesom term $0.7^2\times0.4^2/0.003=26.13$, which is counted twice in $U$. Frequencies a hundred times lower reduce the London term from 56.67 to 0.57 and leave the rest. In that row $\omega/kT$ is only 4 to 5, so the ground state is imposed; thermally populated oscillators would give 0.64 in place of 0.57.

For real molecules the single-frequency formula can be tried with $\omega$ set equal to the ionization energy $I$. The same functional gives $I=0.467$ hartree for HCl and $0.463$ for water, hence $\tfrac34\alpha^2I=107$ and $32$ hartree bohr⁶. These are 84% and 71% of the full $L$. The shortfall has a definite meaning. With $\alpha_n=f_n/\omega_n^2$,

$$L=\frac32\sum_{m,n\neq0}\alpha_m\alpha_n\frac{\omega_m\omega_n}{\omega_m+\omega_n},$$

and the fraction grows with each frequency. If all excitations lay at or below $I$, $L$ could not exceed $\tfrac34\alpha^2I$. It does, so excitations above the ionization energy contribute.

## Where the factor of two fails

The Keesom expansion requires a small coupling parameter $x=\mu_A\mu_B/(R^3kT)$. For unit vectors $\hat{\mathbf a},\hat{\mathbf b}$ let $g=\hat{\mathbf a}\cdot\mathsf T\cdot\hat{\mathbf b}$. Reversing $\hat{\mathbf a}$ reverses $g$, so odd moments vanish.

For the fourth moment, hold $\hat{\mathbf b}$ fixed. The vector $\mathsf T\hat{\mathbf b}$ has squared length $1+3z^2$ with $z=\hat b_z$. The fourth power of a unit vector's component along a fixed axis averages to $1/5$, and $\langle z^2\rangle=1/3$, so

$$\langle g^4\rangle=\frac15\langle(1+3z^2)^2\rangle=\frac15\left(1+2+\frac95\right)=\frac{24}{25}.$$

With $\langle g^2\rangle=2/3$, $\langle e^{-xg}\rangle=1+x^2/3+x^4/25+\dots$. Its logarithm contains $x^4(1/25-1/18)=-7x^4/450$, so

$$-\frac{A_K}{kT}=\frac{x^2}{3}-\frac{7x^4}{450}+\dots,\qquad -\frac{U_K}{kT}=\frac{2x^2}{3}-\frac{14x^4}{225}+\dots$$

The second series follows from $U=\partial(\beta A)/\partial\beta$ with $x$ proportional to $\beta$. The ratio is $U_K/A_K\approx2(1-7x^2/150)$.

Numerical averages over the full Boltzmann factor of two point dipoles of the size of water's, at 300 K and without higher multipoles or overlap, show the trend:

| $R$ (bohr) | $x$ | $U_K/A_K$ | $A_K$ / leading $A_K$ |
|---|---|---|---|
| 15 | 0.17 | 1.997 | 0.999 |
| 10 | 0.57 | 1.972 | 0.986 |
| 6 | 2.62 | 1.695 | 0.806 |

At 6 bohr the dipoles are no longer weakly coupled, and the $R^{-6}$ formula overstates the strength of the Keesom free energy by about a quarter of its true value. For point dipoles of the size of HCl's the ratio $U_K/A_K$ at the same distance is still 1.93. The real molecules are not point dipoles at 6 bohr. Adding the quadrupoles lowers the ratio to about 1.7 for HCl and 1.5 for water. The electron clouds also overlap: two antiparallel HCl molecules side by side repel by about 8 millihartree in Hartree–Fock with a small basis, where the dipole energy is $-0.9$ millihartree.

Classical rotation is a separate condition: $kT$ must be large compared with the rotational constant $1/(2I_{\rm rot})$, where $I_{\rm rot}$ is a moment of inertia. At 300 K, $kT$ is 20 times the rotational constant of HCl and 7.6 times the largest one of water. The approximation is therefore better founded for HCl; the quantum correction is not computed here.

The condition also limits extrapolation in temperature. Setting $K=L$ gives about 670 K for water (674 K in this basis, 666 K in aug-cc-pVTZ), above which London exceeds Keesom in the $R^{-6}$ coefficient of the free energy. For HCl it gives 31 K, where $kT$ is only about twice the rotational constant, so that crossing is formal and not a prediction.

## Table of computed values

```
model mu=0,0 w=0.5,0.4: -A R^6 = 56.667, -U R^6 = 56.667 a.u.
model mu=0.7,0 w=0.5,0.4: -A R^6 = 64.997, -U R^6 = 64.997 a.u.
model mu=0.7,0.4 w=0.5,0.4: -A R^6 = 92.730, -U R^6 = 118.863 a.u.
model mu=0.7,0.4 w=0.005,0.004: -A R^6 = 36.630, -U R^6 = 62.763 a.u.
model inputs: alpha=10.0,17.0 a.u., kT=0.001 Eh, R=30.0 bohr
geometry: H-Cl 1.28, O-H 0.96 angstrom, H-O-H 104.5 degrees
T = 300 K, kT = 9.5004e-04 Eh
HCl: dipole 0.4415, mean polarizability 17.519 a.u.
HCl: alpha_zz response 18.495, finite field 18.496 a.u.
HCl: kT / largest rotational constant 19.9
HCl: Keesom K 13.33 (free), 2K 26.65 (mean) Eh bohr^6
HCl: Debye D 6.83, London L 128.33 Eh bohr^6
HCl: free energy shares K,D,L: 9.0, 4.6, 86.4 %
HCl: mean energy shares K,D,L: 16.5, 4.2, 79.3 %
HCl: totals 148.48 (free), 161.81 (mean) Eh bohr^6
HCl: leading A at 10 bohr: -148.48 microEh = -0.3898 kJ/mol
HCl: leading U at 10 bohr: -161.81 microEh = -0.4248 kJ/mol
HCl: K equals L at T = 31 K
HCl: ionization energy 0.4668 Eh, effective frequency 0.5575 Eh
HCl: one-frequency L 107.45 Eh bohr^6, fraction of full L 0.837
HCl: R=15 bohr, x=0.061, U/A=2.000, A/leading A=1.000
HCl: R=10 bohr, x=0.205, U/A=1.996, A/leading A=0.998
HCl: R=6 bohr, x=0.950, U/A=1.927, A/leading A=0.962
H2O: dipole 0.7331, mean polarizability 9.582 a.u.
H2O: alpha_zz response 9.487, finite field 9.488 a.u.
H2O: kT / largest rotational constant 7.6
H2O: Keesom K 101.33 (free), 2K 202.66 (mean) Eh bohr^6
H2O: Debye D 10.30, London L 45.11 Eh bohr^6
H2O: free energy shares K,D,L: 64.6, 6.6, 28.8 %
H2O: mean energy shares K,D,L: 78.5, 4.0, 17.5 %
H2O: totals 156.74 (free), 258.07 (mean) Eh bohr^6
H2O: leading A at 10 bohr: -156.74 microEh = -0.4115 kJ/mol
H2O: leading U at 10 bohr: -258.07 microEh = -0.6776 kJ/mol
H2O: K equals L at T = 674 K
H2O: ionization energy 0.4630 Eh, effective frequency 0.6550 Eh
H2O: one-frequency L 31.88 Eh bohr^6, fraction of full L 0.707
H2O: R=15 bohr, x=0.168, U/A=1.997, A/leading A=0.999
H2O: R=10 bohr, x=0.566, U/A=1.972, A/leading A=0.986
H2O: R=6 bohr, x=2.619, U/A=1.695, A/leading A=0.806
```
